Diffusion-limited oxidation of a stress-free round wire

**1. A wire that finishes early**

A silicon wire of radius 1 µm is oxidized in steam near 1200 °C. If diffusion through the oxide sets the pace, the model below converts the wire completely in 2.37 h. A flat silicon face, with the same oxide and the same steam, needs 7.33 h to recede by the same 1 µm. The material constants are identical in the two cases, so the factor of three must come from geometry.

Two geometrical effects are at work. Oxide occupies more volume than the silicon it replaces, and on a wire it spreads over a growing circumference. The oxidant, moving inward, also converges on a shrinking core. Both are contained in one equation for the converted fraction a:

(1 − a) ln(1 − a) + w ln w/(Z − 1) = kt,  w = 1 + (Z − 1)a.  (1)

Z is the volume of product formed per unit volume of metal consumed, and k is a rate constant to be derived. "Metal" here includes silicon. Lengths are in µm and times in hours unless stated otherwise.

**2. Assumptions and geometry**

The wire is long, stays round and keeps its length, so all expansion is radial. The product is dense and adherent, and stress changes neither diffusion nor reaction. Temperature, diffusivity and gas composition are constant, and there is no film at t = 0. The oxidant dissolves at the outer surface, diffuses inward and reacts at the metal. Gaseous reaction products, such as hydrogen from steam, escape without hindrance.

Let r0 be the initial radius, rc(t) the core radius and ro(t) the outer radius. The unconverted fraction is the ratio of core area to initial area:

1 − a = rc²/r0².  (2)

Per unit length, the metal consumed has volume π(r0² − rc²) = πr0²a. The product therefore has volume Zπr0²a, and it fills the ring between rc and ro:

ro² = rc² + Zr0²a = r0²(1 − a) + Zr0²a = r0²[1 + (Z − 1)a] = r0²w.  (3)

So w is the cross-section of the whole wire, core and product together, divided by its initial value. Dividing (3) by (2) gives the combination that controls diffusion:

ro²/rc² = w/(1 − a).  (4)

The product must also move. When the core recedes at speed |drc/dt|, it vacates one unit of volume for every Z units of product formed. The excess, Z − 1, pushes the existing product outward, so its velocity at the interface is (Z − 1)|drc/dt|. An incompressible radial flow has rv independent of r, hence

v = β/r,  β = (Z − 1)rc|drc/dt|.  (5)

Differentiating (2) gives 2rc drc/dt = −r0² da/dt, so β can also be written

β = (Z − 1)(r0²/2) da/dt.  (6)

This agrees with (3): the outer surface moves with the product, so d(ro²)/dt = 2ro·(β/ro) = 2β = (Z − 1)r0² da/dt.

**3. Diffusion through the moving product**

Let C(r, t) be the concentration of dissolved oxidant and D its diffusivity. In the moving product

∂C/∂t + v ∂C/∂r = D(1/r) ∂/∂r(r ∂C/∂r).  (7)

At the outer surface C = C*, fixed by the gas. A fast interface reaction gives C = 0 at the core; section 7 removes this restriction.

The left side of (7) is small when the dissolved oxidant is dilute. Let V be the metal volume per atom and n the number of oxidant molecules used per metal atom. For silicon in steam n = 2, because SiO₂ takes its two oxygen atoms from two water molecules. The measure of dilution is

ε = C*V/n,  (8)

the dissolved concentration divided by the oxidant needed per unit volume of metal. One unit volume of product contains n/(ZV) reacted oxidant molecules and at most C* dissolved ones. Storage therefore concerns at most a fraction Zε of the supply. For advection, the relevant number is (β/D) ln(ro/rc), which the rate found below makes equal to (Z − 1)ε. Both corrections are of order ε, and to leading order the left side of (7) is dropped.

What remains says that r ∂C/∂r is independent of r. Call it G. Integration from the core, where C = 0, gives C = G ln(r/rc), and the condition C(ro) = C* fixes G = C*/ln(ro/rc). The inward flow per unit length of wire is

J = 2πrD ∂C/∂r = 2πDC*/ln(ro/rc).  (9)

The sign is positive because C rises outward and J is counted inward.

**4. Metal balance and integration**

Each arriving molecule consumes a metal volume V/n. The metal volume lost per unit length and time is πr0² da/dt, so

πr0² da/dt = (V/n) · 2πDC*/ln(ro/rc).  (10)

From (4), ln(ro/rc) = ½ ln[w/(1 − a)]. This factor ½ turns the 2 on the right of (10) into a 4:

da/dt = k/ln[w/(1 − a)],  k = 4DC*V/(nr0²).  (11)

The advection estimate can now be confirmed. Equations (6) and (11) give β = (Z − 1)(r0²/2) · k/[2 ln(ro/rc)] = (Z − 1)εD/ln(ro/rc), as stated.

Separating variables, with a = 0 at t = 0,

kt = ∫₀ᵃ ln[1 + (Z − 1)s] ds − ∫₀ᵃ ln(1 − s) ds.  (12)

In the first integral put u = 1 + (Z − 1)s, so ds = du/(Z − 1). An antiderivative of ln u is u ln u − u. Therefore

∫₀ᵃ ln[1 + (Z − 1)s] ds = [w ln w − w + 1]/(Z − 1) = w ln w/(Z − 1) − a,  (13)

because w − 1 = (Z − 1)a. In the second integral put u = 1 − s, so ds = −du:

−∫₀ᵃ ln(1 − s) ds = ∫ ln u du taken from u = 1 to u = 1 − a
= (1 − a) ln(1 − a) − (1 − a) + 1
= (1 − a) ln(1 − a) + a.  (14)

In the sum of (13) and (14) the terms −a and +a cancel, which leaves equation (1).

The first term of (1) is negative for 0 < a < 1, but the sum is positive. The integrand in (12) is ln(ro²/rc²), which is positive whenever there is a film.

**5. The rate constant from flat films**

On a flat face the same steady diffusion gives a flux DC*/x through a film of thickness x. Each molecule adds a product volume ZV/n, so

dx/dt = ZVDC*/(nx),  x² = Bt,  B = 2ZDC*V/n.  (15)

Comparison with (11) gives

k = 2B/(Zr0²).  (16)

A measured flat-film constant B thus suffices, and D and C* need not be known separately. The time to a given fraction scales as r0².

**6. Limits**

*Early times.* The expansion ln(1 + y) = y − y²/2 + ... turns the integrand of (12) into

(Z − 1)s − (Z − 1)²s²/2 + s + s²/2 = Zs + Z(2 − Z)s²/2,

since 1 − (Z − 1)² = Z(2 − Z). Integration gives

kt = Za²/2 + Z(2 − Z)a³/6 + ...  (17)

For comparison with a flat face, use the relative recess ξ = 1 − rc/r0. Then 1 − a = (1 − ξ)², so a = 2ξ − ξ², a² = 4ξ² − 4ξ³ + ... and a³ = 8ξ³ + .... Substitution gives

kt = 2Zξ² − 2Zξ³ + (4/3)Z(2 − Z)ξ³ + ...
 = 2Zξ²[1 + (1 − 2Z)ξ/3 + ...].  (18)

The leading term is the flat law: a face that has receded by ξr0 carries a film x = Zξr0, and x² = Bt with (16) reads kt = 2Zξ². The bracket is the first effect of curvature. For Z > 1/2 it is below one, so the wire reaches a given small recess sooner than the flat face.

*No volume change.* Put h = Z − 1. As h → 0,

(1 + ha) ln(1 + ha)/h = (1 + ha)(a − ha²/2 + ...) → a,

and (1) becomes (1 − a) ln(1 − a) + a = kt. Conversion is then complete at kt = 1.

*Complete conversion.* As a → 1, the term (1 − a) ln(1 − a) tends to zero and w tends to Z. The finishing time is finite:

kt_f = Z ln Z/(Z − 1).  (19)

A flat face recedes by r0 when ξ = 1, that is at kt = 2Z. With B and Z held fixed, the ratio of the two times is

t_f/t_flat = ln Z/[2(Z − 1)].  (20)

For Z = 2.266 this is 0.818/2.532 = 0.323, the factor of three in section 1.

**7. Adding the interface reaction**

Let the reaction consume oxidant at a rate ksCi per unit core area, where Ci is the concentration at the core. In the quasi-steady state the same flow J crosses the film and the interface:

J = 2πD(C* − Ci)/ln(ro/rc) = 2πrcksCi.  (21)

Solve each equality for its concentration difference and add:

C* = J ln(ro/rc)/(2πD) + J/(2πrcks),
J = 2πDC*/[ln(ro/rc) + D/(ksrc)].  (22)

The two processes act as resistances in series. With A = 2D/ks, the second resistance in the bracket is A/(2rc). The metal balance, multiplied through by two as before, is

da/dt = k/{ln[w/(1 − a)] + A/rc}.  (23)

The new term integrates with rc = r0√(1 − a):

(A/r0) ∫₀ᵃ ds/√(1 − s) = (2A/r0)[1 − √(1 − a)] = 2Aξ/r0.

The extended law is therefore

(1 − a) ln(1 − a) + w ln w/(Z − 1) + 2Aξ/r0 = kt.  (24)

For small ξ it reads 2Zξ² + 2Aξ/r0 = 2Bt/(Zr0²). Multiplication by Zr0²/2, with x = Zξr0, gives x² + Ax = Bt, the linear-parabolic law of a flat film.

The extension also repairs a defect of (1) near the end. From (2), |drc/dt| = (r0²/2rc) da/dt. Under pure diffusion this equals kr0²/[4rc ln(ro/rc)], which diverges as rc → 0: the flow (9) falls only logarithmically, while the core area that must accept it falls in proportion to rc. In (23) the term A/rc dominates instead, and the speed tends to

|drc/dt| → kr0²/(2A) = B/(ZA),  (25)

which is also the initial recession speed of a bare flat face.

**8. Worked example: silicon in steam**

The inputs are rough typical values for steam near 1200 °C: B = 0.70 µm²/h and A = 0.05 µm. Rough densities of 2.33 g/cm³ for silicon and 2.20 g/cm³ for the oxide give Z = 2.266. With r0 = 1 µm,

k = 2 × 0.70/(2.266 × 1²) = 0.618 h⁻¹.

Take a = 0.9. Then w = 1 + 1.266 × 0.9 = 2.139, and

(1 − a) ln(1 − a) = 0.1 × (−2.303) = −0.230,
w ln w/(Z − 1) = 2.139 × 0.7605/1.266 = 1.285.

The sum is kt = 1.055, so t = 1.055/0.618 = 1.71 h. At that moment the core radius is 0.316 µm and the outer radius 1.463 µm. The reaction term is 2 × 0.05 × 0.684 = 0.068, which raises the time to 1.82 h.

Times in hours at other stages are:

a = 0.10: diffusion 0.018, with reaction 0.027, flat 0.019
a = 0.50: diffusion 0.463, with reaction 0.510, flat 0.629
a = 0.90: diffusion 1.71, with reaction 1.82, flat 3.43
a = 1.00: diffusion 2.37, with reaction 2.53, flat 7.33

"Flat" means a flat face at the same recess, under diffusion control with the same B.

The row a = 0.5 separates the two geometrical effects. The recess is 0.293 µm, and a flat face would carry a film of 2.266 × 0.293 = 0.664 µm. On the wire the film is 0.571 µm thick, because the product has spread around a larger circumference. Convergence lowers the resistance further. The recession speed of the wire is that of a flat film of effective thickness

rc ln(ro/rc) = 0.707 × ln(1.278/0.707) = 0.418 µm.

At this recess the core therefore recedes 0.664/0.418 = 1.6 times as fast as the flat face.

Swelling still costs time. With k held fixed, which means the same DC*V/n and r0, the Z = 1 law reaches a = 0.9 in 1.08 h instead of 1.71 h. The extra product lengthens the diffusion path.

**9. Test against the full diffusion problem**

Equation (1) rests on dropping the left side of (7). The full moving-boundary problem, with storage and advection kept, was solved numerically from a = 0.01 to a = 0.9 for Z = 0.7, 1.6 and 2.266. The outer radius was carried along by the product velocity instead of being taken from (3). Runs at ε = 0.002 and 0.001 were extrapolated linearly to ε = 0. The elapsed times agreed with (1) to within 1.2 × 10⁻⁶, relative to the law. A corresponding calculation with a finite reaction rate, for Z = 2.266 and A/r0 = 0.05, agreed with (24) to 9 × 10⁻⁷.

For the example itself, a rough dissolved water concentration C* = 3 × 10¹⁹ cm⁻³ gives ε = 3.0 × 10⁻⁴. Storage and advection then delay the conversion by 0.03 %, which is negligible beside the uncertainty of B.

**10. How large is the stress that was ignored?**

The film cannot be free of stress, since the product is stretched around the wire as it moves outward. At high temperature silica flows, and the stress can be estimated by treating it as a Newtonian liquid of viscosity η. The velocity β/r gives strain rates −β/r² radially and +β/r² around the circumference, so

σrr = −p − 2ηβ/r²,  σθθ = −p + 2ηβ/r².  (26)

Radial force balance requires dσrr/dr + (σrr − σθθ)/r = 0. The viscous parts contribute +4ηβ/r³ and −4ηβ/r³ and cancel, so p is uniform across the film. Measured relative to the ambient pressure, σrr vanishes at ro, which gives p = −2ηβ/ro². For Z > 1 the film is thus under a uniform mean tension S, while the core feels a compression P:

S = 2ηβ/ro²,  P = 2ηβ(1/rc² − 1/ro²).  (27)

Suppose tension raises the diffusivity by a factor exp(SΩ/kBT), where Ω is an activation volume. To first order each time increment shrinks by the fraction SΩ/kBT. Using (6), (3) and (11),

S = η(Z − 1)(da/dt)/w = η(Z − 1)k/{w ln[w/(1 − a)]}.

The logarithm cancels against the one in (12), and kt is shortened by

(ηkΩ/kBT) ∫₀ᵃ (Z − 1) ds/[1 + (Z − 1)s] = (ηkΩ/kBT) ln w.  (28)

Here k must be in s⁻¹ if η is in Pa s.

With the rough values η = 10¹¹ Pa s and Ω = 0.07 nm³, the time to a = 0.9 falls by about 4 %. The tension is largest at the start. It is 86 MPa at a = 0.1, where SΩ/kBT = 0.30, but 11 MPa at a = 0.5, where it is 0.04. The early figure uses the diffusion-limited rate without feedback. The reaction slows the growth of a thin film and so lowers the tension, while the tension speeds diffusion and so raises itself. At a = 0.1 these two effects nearly cancel.

The compression on the core reaches 68 MPa at a = 0.9. With a rough activation volume of 0.01 nm³ it would slow the reaction by about 3 %, and the reaction is itself a small part of the total time. For a shear modulus of 3 × 10¹⁰ Pa, stress relaxes in η/(shear modulus) ≈ 3 s. The wire needs about 95 s to reach even a = 0.1, so the liquid picture is consistent over most of the conversion. It is doubtful at the very start, where the first per cent of the wire converts in a few seconds, and for the last few tens of nanometres of core radius, where the compression in (27) exceeds 1 GPa, is no longer small beside the shear modulus, and a constant viscosity cannot be assumed.

**11. Where the law applies to real wires**

The example was placed at high temperature and micrometre size because both favour equation (1). The largest correction computed here is the interface reaction, which adds 6 % to the time at a = 0.9. Real silicon is crystalline, and its faces react at different rates. If A is larger by a rough factor of 1.7, the correction becomes 11 %. A real core therefore need not stay round, least of all while the film is thin and the reaction still sets much of the pace. At a = 0.1 the reaction still adds 46 % to the diffusion time.

Size sets a clear condition. At complete conversion the reaction term is 2A/r0, to be compared with Z ln Z/(Z − 1) = 1.46. They are equal at r0 = 0.10/1.46 = 0.07 µm. For this temperature and steam, equation (1) therefore needs wires much thicker than 70 nm in radius. Equation (24) adds the reaction but not stress, and the stress correction (28), being proportional to k, grows as 1/r0². In this first-order estimate the 4 % of section 10 becomes about 17 % at r0 = 0.5 µm and about 100 % at 0.2 µm, where a first-order estimate has failed. Equation (24) alone therefore does not extend the law to very thin wires.

Even in the 1 µm wire the reaction resistance would, without stress, overtake the diffusion resistance once the core has shrunk to about 4 nm. The compression in (27) grows without limit as the core vanishes, so stress would slow the reaction before that point. With the rough values of section 10, and with the slower recession fed back into (27), the crossover moves out to a core radius of about 20 nm and the stage after a = 0.9 lasts about three minutes longer. These figures rest on a Newtonian liquid, which is itself doubtful at such stresses. The last stage also strains the continuum description.

Temperature sets the other condition. The stress in (27) is proportional to η, which rises steeply on cooling. A tenfold viscosity, with all else fixed, would turn the 4 % of section 10 into some 40 %, and a first-order estimate would no longer be reliable. That estimate is a speed-up, because it contains only the effect of tension on diffusion. Silicon nanowires oxidized at lower temperatures are instead known to slow down strongly and can nearly stop before the core is consumed. Of the two stress effects in section 10, only the compression that hinders the reaction acts in this direction. Equation (1) has no such behaviour: it predicts complete conversion in a finite time. Its use there would fail in kind, not by a few per cent.

For Z < 1 the algebra holds, but v is directed inward and the product does not fill the space of the metal it replaces. A solid product may then crack or become porous, and the assumption of a dense film has to be justified separately.

The values behind the example are collected in the numerical output that follows.

Table of computed values

```
initial radius r0 = 1.00 um; temperature = 1473 K
B = 0.70 um^2/h; A = 0.050 um (rough inputs)
densities Si, SiO2 = 2.33, 2.20 g/cm^3 (rough)
volume ratio Z = 2.266
rate constant k = 0.6179 1/h
dissolved water C* = 3.0e+19 cm^-3 (rough input)
water needed per oxide volume = 4.41e+22 cm^-3
implied diffusivity D = 1.43e-09 cm^2/s
a | core radius, outer radius, oxide thickness (um)
0.10 | 0.9487, 1.0614, 0.1127
0.25 | 0.8660, 1.1474, 0.2813
0.50 | 0.7071, 1.2778, 0.5707
0.75 | 0.5000, 1.3962, 0.8962
0.90 | 0.3162, 1.4626, 1.1464
1.00 | 0.0000, 1.5052, 1.5052
a | kt | t diffusion, t with reaction, t flat same recess (h)
0.10 | 0.0113 | 0.0182, 0.0265, 0.0193
0.25 | 0.0702 | 0.1136, 0.1353, 0.1316
0.50 | 0.2860 | 0.4628, 0.5102, 0.6291
0.75 | 0.6814 | 1.1027, 1.1836, 1.8334
0.90 | 1.0549 | 1.7072, 1.8179, 3.4288
1.00 | 1.4641 | 2.3695, 2.5313, 7.3337
converted fraction after 1 h (diffusion law) = 0.7180
at a=0.9: terms (1-a)ln(1-a) = -0.2303, w ln w/(Z-1) = 1.2851
at a=0.9: time from Z=1 law, same k = 1.0839 h
finishing time, diffusion law = 2.3695 h = 142.2 min
Neglected effects:
reaction delay at a=0.9 = 6.48 %
same, slower face (A x 1.7) = 11.02 %
core radius where reaction takes over = 4.26 nm
eps = 3.00e-04; delay by storage and advection = 0.0329 %
viscosity = 1.0e+11 Pa s; shear modulus = 3.0e+10 Pa
activation volumes: diffusion 0.07, reaction 0.01 nm^3 (rough)
stress relaxation time = 3.3 s
a=0.1: oxide tension 85.9 MPa, core compression 21.6 MPa
   exponents: diffusion +0.296, reaction -0.011
a=0.5: oxide tension 11.2 MPa, core compression 25.5 MPa
   exponents: diffusion +0.039, reaction -0.013
a=0.9: oxide tension 3.3 MPa, core compression 67.6 MPa
   exponents: diffusion +0.011, reaction -0.033
time to a=0.9 shortened by tension = 4.26 %
largest relative error, law vs full problem = 1.2e-06
relative error, law with reaction = 9.3e-07
```
